# Two-stage tracer oxidation on a growing lattice with lattice and grain-boundary transport

**What scaling fixes, and what it leaves open**

An oxide scale of thickness \(X\) separates a gas from a metal. If the oxygen potential at each face is fixed, the drop across the scale is fixed, and every transport velocity is a constant divided by \(X\). That constant has the dimension length²/time, so \(dX/dt=k/X\) and \(X^2\) grows linearly in time. If diffusion along the depth were the whole story, a tracer profile could depend only on \(\xi=\text{depth}/X\), on \(\theta=\ln(X/X_1)\), where \(X_1\) is the thickness when the tracer is admitted, and on constants of the run: the ratios of diffusivities, the stoichiometry of the oxide and the potential drop in units of the thermal energy.

A grain size \(d\) spoils this. Lateral exchange between boundary and grain brings in the group \(D_Lt/d^2\), with \(D_L\) the lattice diffusivity, and this group changes during the run. Similarity can therefore serve for limiting cases, while the general case needs a simulation.

The experiment has two stages: growth to \(X_1\) in \(^{16}\)O\(_2\), then to \(X_2\) in \(^{18}\)O\(_2\). The unknown is the \(^{18}\)O fraction \(u\) of the oxygen sites, initially zero.

**The drive and the moving faces**

Let \(z\) point from gas to metal, fixed to the oxide lattice. The faces lie at \(-a(t)\) and \(X_1+b(t)\), so \(X=X_1+a+b\). Electrons are assumed fast, so neutral oxygen moves down its chemical potential \(\mu_O=\tfrac12\mu_{O_2}\). In units of the thermal energy the drop is
\[
\Phi=\tfrac12\ln(p_{\rm gas}/p_{\rm metal}).
\]
With constant diffusivities and no oxide formed inside the scale, the gradient is uniform. Oxygen in channel \(i\) then drifts at \(w_i=D_i\Phi/X\), with correlation factor 1. The Péclet number \(w_iX/D_i=\Phi\) is the same in every channel.

Take slab grains of period \(d\) with boundaries of width \(\delta\), so the boundary area fraction is \(f=\delta/d\). Averaging the oxygen flux gives
\[
\dot b=\frac{k_O}{X},\qquad k_O=\Phi\,[fD_g+(1-f)D_L].
\]
For an oxide M\(_x\)O\(_y\), the Gibbs–Duhem relation \(x\,d\mu_M+y\,d\mu_O=0\) multiplies the cation drive by \(y/x\) and reverses its sign. Cations therefore move outward and build oxide at the gas face:
\[
\dot a=\frac{k_M}{X},\qquad k_M=\frac yx\,\Phi D_M,
\]
where \(D_M\) is the area-averaged cation diffusivity. Adding the two rates gives \(X\dot X=k=k_O+k_M\), hence \(X^2=X_1^2+2kt\).

**First naive scheme: one averaged diffusivity**

The growth law contains only \(D_{\rm eff}=fD_g+(1-f)D_L\), which suggests using it for the tracer too. The tracer would then drift at \(D_{\rm eff}\Phi/X=k_O/X=\dot b\). Drift alone would carry its front into the old lattice by a distance equal to the new inner growth.

Now suppose instead that the grains are closed. Boundary oxygen drifts at \(D_g\Phi/X\), faster by \(1/f\), crosses the scale early, and becomes new oxide at the metal face. With the same growth rate, one picture leaves the new inner oxide poor in \(^{18}\)O and the other makes it rich. The boundary and the grain interior must be resolved separately:
\[
\partial_tu=-\partial_z(wu-D\,\partial_zu)+\partial_y(D\,\partial_yu),
\]
where \(y\) runs across half a period and \(D,w\) take boundary or grain values.

**Second naive scheme: a stretched grid**

A grid stretched with \(X\) keeps both faces at fixed \(\xi\). Slow grain oxide, however, then moves through the mesh. At the metal face its velocity relative to the mesh is \((D_L\Phi-k_O)/X\). An upwind scheme with \(N\) equal cells adds a numerical diffusivity of speed times half a cell width, about
\[
\frac{k_O}{X}\,\frac{X}{2N}=\frac{k_O}{2N}.
\]
For \(k_O=30\) nm²/s and \(N=100\) this is 0.15 nm²/s, or 150 times the lattice diffusivity of the example below.

The remedy is to leave existing oxide cells where they are and to add a cell at each face in every step. A closed grain then keeps its composition without any numerical smearing.

**What composition does a new inner cell receive?**

Filling it with \(^{18}\)O by hand would deposit tracer before it had arrived. Giving each column its own arriving oxygen also fails: the boundary column delivers far more than its own extension needs, and a slow grain delivers too little. A flat metal face requires oxygen to spread sideways along it.

I assume that this spreading is fast and mixes the isotopes, so all columns share one value \(s\) at the face. With area fractions \(\varphi_i\), the arriving tracer must equal the tracer built in:
\[
\sum_i\varphi_i\,(w_is-D_i\partial_zu_i)=\dot b\,s .
\]
Since \(\sum_i\varphi_iw_i=\dot b\), the drift terms cancel and
\[
\sum_i\varphi_iD_i\,\partial_zu_i=0 .
\]
At the gas face isotopic equilibrium is assumed, \(u=1\).

**Fluxes and the time step**

Between two points a distance \(\ell\) apart, let the flux \(F=wu-Du'\) be constant. Then \(u=F/w+Ae^{wz/D}\). With \(P=w\ell/D=\Phi\ell/X\), the two end values satisfy
\[
u_r-F/w=e^P(u_l-F/w).
\]
Solving for \(F\),
\[
F=w\,\frac{e^Pu_l-u_r}{e^P-1}=\frac D\ell\,[B(-P)u_l-B(P)u_r],\qquad B(P)=\frac{P}{e^P-1}.
\]
Both coefficients are positive and \(B(-P)-B(P)=P\), so a uniform composition is carried with flux \(wu\).

Lateral flux between neighbouring columns of widths \(W_i\) is their difference in \(u\) divided by the series resistance \(W_i/2D_i+W_{i+1}/2D_{i+1}\). With backward Euler, each new value is a weighted mean of its old value, its neighbours and, at the faces, the gas value or \(s\). The weights are positive and sum to one, so no fraction leaves the interval from 0 to 1.

At the metal face all columns have the same \(P\) and \(\ell\). Inserting \(F_i\) into the balance and using \(\sum_i\varphi_iD_i\Phi/X=k_O/X\) gives
\[
B(-P)\sum_i\varphi_iD_iu_i=\Big[B(P)+\frac{\Phi\ell}{X}\Big]s\sum_i\varphi_iD_i .
\]
The bracket equals \(B(-P)\), so
\[
s=\frac{\sum_i\varphi_iD_iu_i}{\sum_i\varphi_iD_i},
\]
with \(u_i\) the values in the last cells. The new oxide receives a mean weighted by transport capacity.

For growth from \(X_a\) to \(X_b\), set \(\Delta X=X_b-X_a\) and \(X_m=(X_a+X_b)/2\). Parabolic growth gives
\[
\Delta t=\frac{X_b^2-X_a^2}{2k}=\frac{X_m\Delta X}{k}.
\]
One step is then:

1. Solve for all cells and \(s\) together, with \(X=X_m\) in the drift.
2. Add an outer cell of thickness \(\Delta X\,k_M/k\) and composition 1.
3. Add an inner cell of thickness \(\Delta X\,k_O/k\) and composition \(s\).

**Conservation**

Sum the cell balances. Internal axial fluxes cancel in pairs, and so do lateral ones. The old cells gain \(\Delta t\sum_i\varphi_iF_i^{\rm gas}\) and lose
\[
\Delta t\,\frac{k_O}{X_m}s=\Delta X\,\frac{k_O}{k}s .
\]
This loss is the content of the new inner cell. The inventory therefore rises by the gas-face flux plus the tracer in the new outer cell, which together are the gas uptake. In the example both totals are 601.20 nm of fully labelled oxide, differing by \(3\times10^{-10}\) nm.

Conservation does not establish accuracy. Diffusing first and adding cells afterwards is a first-order splitting, and a coarse grid would conserve equally well. The limits test accuracy.

**Three limits, one equation**

Let \(D\) be the diffusivity of the path that carries the tracer. Put \(x=z+a\) for depth below the gas face. Because that face moves outward, the drift becomes \(w+\dot a=(D\Phi+k_M)/X\). With \(x=\xi X\),
\[
\partial_tu|_x=\partial_tu|_\xi-\xi\frac{\dot X}{X}\partial_\xi u,\qquad \frac{\dot X}{X}=\frac{k}{X^2}.
\]
Multiplying the transport equation by \(X^2\) and using \(\dot\theta=k/X^2\) gives
\[
k\,\partial_\theta v=D\,\partial_\xi^2v-(D\Phi+k_M-k\xi)\,\partial_\xi v,
\]
with \(v=1\) at \(\xi=0\), \(\partial_\xi v=0\) at \(\xi=1\), and \(v=0\) at the start.

- *Lattice only:* the boundary is no faster than the grain, and \(D=D_L\).
- *Boundary only:* \(D_L=0\) and \(D=D_g\). Old grains stay unlabelled, and new inner oxide records \(v(1,\theta)\) as it forms.
- *Fast exchange:* all columns share one composition at each depth, and \(D=D_{\rm eff}\).

I solved this equation by Chebyshev collocation and a matrix exponential, and compared it with the growing lattice for \(\Phi=30\), \(k_M=5\) nm²/s and growth from 1500 to 2100 nm. Errors are the largest absolute differences in tracer fraction.

With \(D_L=D_g=1\) nm²/s the profile error falls from 0.0066 to 0.0024 when the 300 steps and the axial grid are doubled. For boundaries alone, with \(D_g=10\) nm²/s and \(f=0.1\), the error in \(s\) falls from 0.018 to 0.009. For fast exchange, with \(d=10\) nm, \(\delta=1\) nm, \(D_L=1\) and \(D_g=10\) nm²/s, it is 0.005.

**A worked case in the alumina regime**

The parameters are round values for an alumina scale near 1200 °C, except that the lattice diffusivity is set high to make leakage visible: \(T=1473\) K, 150 Torr of oxygen at the gas face and \(10^{-24}\) Torr at the metal, \(d=500\) nm and \(\delta=1\) nm. The oxygen diffusivities are \(D_g=500\) and \(D_L=10^{-3}\) nm²/s, and the cation boundary diffusivity is 60 nm²/s. Then \(f=0.002\) and
\[
\Phi=\tfrac12\ln(1.5\times10^{26})=30.14,
\]
\[
k_O=30.14\,(0.002\times500+0.998\times10^{-3})=30.17\ \text{nm}^2/\text{s},
\]
\[
k_M=1.5\times30.14\times0.002\times60=5.42\ \text{nm}^2/\text{s}.
\]
The sum is \(k=35.6\) nm²/s, or \(3.56\times10^{-17}\) m²/s. Growth to 1500 nm takes \(1500^2/(2k)\), or 8.8 h, and growth on to 2100 nm takes another 8.4 h. The second stage adds 91 nm outside and 509 nm inside.

Drift along a boundary crosses the old scale in \(X_1^2/(D_g\Phi)=149\) s. The computed mean \(^{18}\)O fractions are 0.97 in the new outer oxide, 0.029 in the old scale and 0.92 in the new inner oxide. The averaged scheme would have carried the front by drift 509 nm into the old scale, with a diffusive width \(\sqrt{2D_{\rm eff}t}\) of about 250 nm, and would have left the inner oxide almost unlabelled.

The small fraction in the old grains comes mainly from sideways leakage. A flat surface held at \(u=1\) takes up \(2\sqrt{D_Lt/\pi}\) per unit area. Dividing by the half-grain width gives
\[
\bar u=\frac{2\sqrt{D_Lt/\pi}}{(d-\delta)/2}=\frac{2\times5.51/\sqrt\pi}{249.5}=0.0249,
\]
against 0.0238 in the simulation at mid-scale. That value still carries lateral grid error: with the lateral diffusion fully resolved it rises by about 0.0003 to 0.0241. The remaining gap arises because the boundary saturates late and incompletely. The law requires \(\sqrt{D_Lt}\ll d/2\).

**Where the displaced \(^{16}\)O goes**

The old scale gains 43 nm of \(^{18}\)O and so loses 43 nm of \(^{16}\)O, yet only 1.2 nm returns to the gas. Let \(h(x)\) be the probability that an atom released in a boundary at depth \(x\) returns, for closed grains and a nearly stationary scale. Let \(c\) be the fraction of released atoms, with \(c=0\) at the gas face and \(c'=0\) at the metal face. Integrating by parts twice,
\[
\frac{d}{dt}\int_0^X hc\,dx=h(0)J(0)-(wh+Dh')c\big|_X+\int_0^X(Dh''+wh')c\,dx ,
\]
where \(J(0)\) is negative for return. The integral counts future returns if \(h(0)=1\) and the last two terms vanish. This requires \(Dh'=-wh\), so
\[
h=e^{-wx/D}=e^{-\Phi x/X}.
\]
A simulated pulse at \(\xi=0.213\) with \(\Phi=3\) returned a fraction 0.5287; the law gives 0.5286.

For uniform release over the whole scale the mean return probability is \((1-e^{-\Phi})/\Phi\), here about 1/30. The old scale, however, lies under an outer layer of growing thickness \(a\), which brings in a factor \(e^{-\Phi a/X}\). Over the run only about 1/40 of the \(^{16}\)O released into the boundaries returns, just under 1 nm. The other 0.3 nm or so escapes early through the lattice at the gas face, estimated as \(D_LX_1/(k_M+\Phi D_L)=0.28\) nm. Most \(^{16}\)O washed from the grains is therefore swept inward and built into new oxide. Its supply rate, divided by \(\dot b\), estimates the dilution there:
\[
1-s\simeq\frac{X_1}{\dot b}\,\frac{\sqrt{D_L/(\pi t)}}{(d-\delta)/2}.
\]
Oxide now at 1700 nm depth formed about 5600 s after the switch, when \(\dot b=0.0185\) nm/s. The estimate is \(s=0.92\), and the profile shows 0.924. At 2050 nm the formation time is about 27 000 s and both values are 0.956. The rise towards the metal thus reflects the decay of grain leakage as \(t^{-1/2}\), partly offset by the slowing growth \(\dot b\).

**Competition between the paths**

Now vary \(D_L\) with \(X_1\), \(X_2\), \(d\), \(D_g\), \(k_M\) and \(\Phi\) held fixed. At \(D_L=0.01\) nm²/s the lattice carries 1 % of the oxygen flux and the second stage shortens from 8.44 to 8.37 h. The mean inner fraction nevertheless falls from 0.994, its value for closed grains, to 0.78. The growth rate responds as \(D_L\), but early leakage responds as \(\sqrt{D_L}\).

At \(D_L=1\) nm²/s the two paths carry equal flux and the inner fraction is 0.04. Grains now take up most of the tracer on its way in. Exchange is still incomplete, since \(\sqrt{D_Lt}\) is only about half of \(d/2\); complete exchange would leave the inner oxide almost unlabelled. Where lattice diffusion is this fast, a tracer-poor inner layer does not by itself rule out inward oxygen growth.

**The model beside a real scale**

Alumina scales on alloys containing reactive elements are generally understood to grow largely by inward oxygen transport along grain boundaries, with some outward aluminium transport. The rate constant here is of a plausible order. The value of \(D_L\) is a deliberately high choice: most tracer measurements on sapphire, which scatter widely, extrapolated to this temperature, suggest values lower by a factor of a hundred or more. A hundred times less would cut the leakage by about ten. Real grains are not slabs, and they coarsen: a 20 % larger \(d\) lowers \(k_O\) by 17 %. A 10 K temperature error with an assumed activation energy of 4 eV changes a diffusivity by 24 %. If the metal interface conducts like a grain boundary, spreading along it uses at most \(d/(8X_1)=4\) % of the drive, at mid-grain, and about 3 % on average. Such an interface does not mix the isotopes fully. This is harmless while the boundary supplies nearly all the oxygen, but at \(D_L=1\) nm²/s a labelled boundary and unlabelled grains would leave the face fraction ranging from about 0.7 to 0.4 instead of one value \(s\).

The most serious assumption is constant diffusivity. If the boundary oxygen diffusivity varied as \(p_{O_2}^{-1/6}\), with the same average over the oxygen potential and a constant cation diffusivity, it would differ by a factor \(2\times10^4\) between the faces. Oxygen would carry 98 % of the growth flux at the metal face but 0.2 % at the gas face, instead of 85 % throughout. The total rate would survive, but oxide would have to be consumed inside the scale, and the division into 91 nm outer and 509 nm inner growth would fail. The tracer profile is therefore a prediction for constant diffusivities, not for a particular alloy. The full profile and sweep are in the numerical output below.

## Calculated quantities

```
Temperature 1473 K; O2 pressure gas 150, metal 1e-24 Torr
Drive Phi = 30.14 (dimensionless)
Grain period 500 nm, boundary width 1 nm, f = 0.0020
Oxygen D: boundary 500, lattice 1e-03 nm^2/s
Cation boundary D = 60 nm^2/s
kO = 30.17, kM = 5.42, k = 35.59 nm^2/s
k = 3.559e-17 m^2/s
Scale: X1 = 1500 nm, X2 = 2100 nm
Stage 1 time 8.78 h, stage 2 time 8.43 h
New oxide: outer 91.4 nm, inner 508.6 nm
Boundary drift time across X1: 149 s
Lattice length sqrt(Dl*t2) = 5.51 nm
Mean 18O fraction outer/old/inner: 0.9712 / 0.0287 / 0.9229
18O inventory 601.20 nm, gas uptake 601.20 nm
Conservation error 2.9e-10 nm
18O gained by old scale 43.04 nm; 16O returned to gas 1.20 nm
Mid-scale grain fraction 0.0238, leakage law 0.0249
Change of region means on refinement 1.9e-04
Depth (nm) and laterally averaged 18O fraction:
     50  1.0000
    150  0.0264
    400  0.0262
    800  0.0258
   1200  0.0253
   1500  0.0251
   1700  0.9242
   1900  0.9503
   2050  0.9563
Sweep: Dl nm^2/s | lattice share of O flux | t2 h | old | inner | 16O returned nm
  0.000 | 0.0000 | 8.44 | 0.0020 | 0.9943 | 0.10
  0.001 | 0.0010 | 8.43 | 0.0286 | 0.9230 | 1.15
  0.010 | 0.0099 | 8.37 | 0.0822 | 0.7794 | 5.29
  0.100 | 0.0907 | 7.78 | 0.2156 | 0.4269 | 23.93
  1.000 | 0.4995 | 4.57 | 0.3838 | 0.0389 | 46.54
Lattice-only profile error, two grids: 0.0066, 0.0024
Boundary-only s error, two grids: 0.0184, 0.0087
Boundary-only uptake, relative error 7.0e-06
Fast-exchange profile error 0.0046
Isotope sum error 1.9e-12
Return probability (Phi=3, xi=0.213): run 0.5287, law 0.5286
Neglected: isotope mass effect on D, at most 5.7 %
Neglected: interface potential drop / Phi = 4.2 % (interface as fast as boundary)
Neglected: 20 % larger grains change kO by -16.7 %
Neglected: 10 K error at 4 eV changes D by 24 %
Needed O2 reaction probability at boundary mouth 1.6e-06
If boundary D_O ~ p^(-1/6): D_O ratio metal/gas face 2.3e+04
  oxygen share of growth flux: metal face 0.982, gas face 0.0024
```
